\section*{The Mori-Ando sum rule: potential shapes, couplings and their weights, part 1}

(Sections cited here and not found follow in the second part.)

\section{The sum rule for potential shapes}

\subsection{Result and conventions}

Let a heterostructure consist of layers of two polar materials with flat, sharp interfaces normal to $z$. For an electron transition with in-plane momentum transfer $q>0$ and envelope functions $\psi_i,\psi_f$, put $\rho(z)=\psi_f^*(z)\psi_i(z)$. Then
\begin{equation}
F_C+F_I+F_H=F_B,\qquad
F_B=\iint \rho^*(z)\,e^{-q|z-z'|}\rho(z')\,dz\,dz', \label{eq:rule}
\end{equation}
where $F_C$, $F_I$ and $F_H$ are the form factors of the modes confined to finite layers, of the interface modes and of the half-space modes, and $F_B$ is the bulk Fr\"ohlich form factor. The rule holds for every integrable $\rho$: it may be complex, belong to one subband or two, and extend into the barriers.

The form factors in \eqref{eq:rule} belong to normalized potential shapes, and each interface shape is counted once. In a symmetric double heterostructure each interface shape carries two phonon branches, because both materials are polar with one oscillator each; adding a full form factor for each branch breaks the rule. The squared physical couplings contain dielectric weights besides the form factors and need not add up to a bulk value. Those weights are derived in the second half.

Hartree atomic units are used, with the Gaussian form of electrostatics, so that a unit charge has the potential $1/r$. Each material is a local, isotropic dielectric continuum with dielectric function $\varepsilon_i(\omega)$, which has a zero at the longitudinal frequency $\omega_{Li}$ and a pole at the transverse frequency $\omega_{Ti}$. These four frequencies are taken to be different. Retardation is neglected.

\subsection{The bulk form factor}

In a uniform crystal the squared potential of a longitudinal mode with wavevector $(\mathbf q,k)$ is proportional to $1/(q^2+k^2)$; the constant follows in the second half. The sum over $k$ at fixed $q$ defines
\begin{equation}
F_B=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{2q}{q^2+k^2}\,|\tilde\rho(k)|^2,
\qquad \tilde\rho(k)=\int\rho(z)e^{-ikz}dz. \label{eq:bulk}
\end{equation}
The factor $2q$ makes $F_B$ dimensionless. To obtain the kernel, note that
\begin{equation}
\int_{-\infty}^{\infty}e^{-q|s|}e^{-iks}ds=\frac1{q+ik}+\frac1{q-ik}=\frac{2q}{q^2+k^2}.
\end{equation}
Fourier inversion gives $\int(dk/2\pi)\,2q\,e^{iks}/(q^2+k^2)=e^{-q|s|}$. Writing $|\tilde\rho|^2$ as a double integral and doing the $k$ integral first, which is allowed because everything converges absolutely, turns \eqref{eq:bulk} into the double integral of \eqref{eq:rule}.

\subsection{The potentials of the modes}

A mode has the potential $\phi(z)e^{i\mathbf q\cdot\mathbf r}$ and no free charge, hence
\begin{equation}
(\varepsilon\phi')'-q^2\varepsilon\phi=0, \label{eq:mode}
\end{equation}
with $\phi$ and $\varepsilon\phi'$ continuous at the interfaces. There are three cases.

\emph{Longitudinal frequency of one material, say $\varepsilon_1=0$.} Inside material 1, equation \eqref{eq:mode} is satisfied by any $\phi$. In an adjacent layer of material 2, $\phi''=q^2\phi$, and continuity of $\varepsilon\phi'$ requires $\phi'=0$ at its boundaries. Multiplying by $\phi^*$ and integrating over that layer gives
\begin{equation}
0=\int\phi^*(-\phi''+q^2\phi)\,dz=\int(|\phi'|^2+q^2|\phi|^2)\,dz,
\end{equation}
because the boundary term $[\phi^*\phi']$ vanishes. So $\phi=0$ throughout material 2 and, by continuity, at the boundaries of material 1. These are the confined modes of finite layers and the half-space modes of the outer regions.

\emph{Both dielectric functions finite and nonzero.} Then $\phi''=q^2\phi$ in every layer. These are the interface modes.

\emph{Transverse frequency of one material.} There $\varepsilon$ diverges, and a finite displacement field requires $\phi=0$ in that material. In the other material $\phi''=q^2\phi$ with zero boundary values, so $\phi=0$ there too. Transverse modes have no potential.

\subsection{Orthogonality and completeness}

Define the inner product
\begin{equation}
(f,g)=\int_{-\infty}^{\infty}(f'^*g'+q^2f^*g)\,dz \label{eq:inner}
\end{equation}
on continuous functions for which $(f,f)$ is finite. For a potential $\phi$, $(\phi,\phi)$ is proportional to the field energy per area in vacuum.

Let $f$ vanish at all interfaces and let $h$ satisfy $h''=q^2h$ in every layer. Integration by parts, layer by layer, gives
\begin{equation}
(f,h)=\sum_{\rm layers}\Big\{[f^*h']+\int f^*(-h''+q^2h)\,dz\Big\}=0. \label{eq:orth}
\end{equation}
The first term vanishes because $f=0$ at the interfaces and both functions vanish at infinity; the second vanishes by the equation for $h$. Each layer contributes zero separately, which will matter when the layers receive different dielectric constants.

Let $z_1<\dots<z_N$ be the interfaces and let $u_j$ be the function with $u_j''=q^2u_j$ in every layer, $u_j(z_k)=\delta_{jk}$, and decay at infinity. In a finite layer $z_j<z<z_{j+1}$ of width $w$,
\begin{equation}
u_j=\frac{\sinh q(z_{j+1}-z)}{\sinh qw},\qquad
u_{j+1}=\frac{\sinh q(z-z_j)}{\sinh qw}, \label{eq:hats}
\end{equation}
and in the outer regions $u_1=e^{-q(z_1-z)}$ and $u_N=e^{-q(z-z_N)}$. Any admissible $g$ can be written
\begin{equation}
g=\Big(g-\sum_jg(z_j)u_j\Big)+\sum_jg(z_j)u_j .
\end{equation}
The bracket vanishes at every interface, and the sum is an interface function. The two kinds of potential therefore span the whole space, and by \eqref{eq:orth} they are orthogonal. A function that vanishes at all interfaces splits further into one piece per layer, and pieces on different layers are orthogonal since they do not overlap.

\subsection{Proof of the sum rule}

Let $V$ be the decaying solution of $-V''+q^2V=\rho$. It is
\begin{equation}
V(z)=\frac1{2q}\int e^{-q|z-z'|}\rho(z')\,dz', \label{eq:V}
\end{equation}
since $e^{-q|z-z'|}$ solves the homogeneous equation away from $z'$ and its slope jumps by $-2q$ there. For integrable $\rho$, both $V$ and $V'$ are bounded and integrable, so $(V,V)$ is finite. For any admissible $f$, integration by parts gives
\begin{equation}
(f,V)=\int f^*(-V''+q^2V)\,dz=\int f^*\rho\,dz. \label{eq:riesz}
\end{equation}
Setting $f=V$ and using \eqref{eq:V},
\begin{equation}
2q(V,V)=2q\int V^*\rho\,dz=F_B .
\end{equation}
Now split $V=V_C+V_I+V_H$ into its orthogonal parts and define
\begin{equation}
F_\alpha=2q(V_\alpha,V_\alpha),\qquad \alpha=C,I,H. \label{eq:Falpha}
\end{equation}
Pythagoras' theorem, $(V,V)=\sum_\alpha(V_\alpha,V_\alpha)$, is the sum rule \eqref{eq:rule}. For a discrete orthogonal basis $f_\nu$ of one part, $V_\alpha=\sum_\nu f_\nu(f_\nu,V)/(f_\nu,f_\nu)$, so by \eqref{eq:riesz}
\begin{equation}
F_\alpha=2q\sum_\nu\frac{|\int f_\nu^*\rho\,dz|^2}{(f_\nu,f_\nu)}. \label{eq:parseval}
\end{equation}
This is a sum over squared matrix elements of normalized mode potentials. No dielectric constant enters it.

\subsection{Explicit terms for a single layer between half-spaces}

Let material 1 fill $|z|<a=d/2$ and material 2 the rest.

\emph{Confined modes.} Take $s_m=\sin k_m(z+a)$ with $k_m=m\pi/d$, $m=1,2,\dots$ Since $\int s_m^2dz=\int\cos^2k_m(z+a)\,dz=d/2$,
\begin{equation}
(s_m,s_n)=\frac d2(q^2+k_m^2)\,\delta_{mn}.
\end{equation}
They are complete: if $f$ vanishes at $\pm a$, then $(s_m,f)=(q^2+k_m^2)\int s_mf\,dz$, and if this is zero for all $m$, the sine series of $f$ vanishes. Equation \eqref{eq:parseval} gives
\begin{equation}
F_C=\sum_{m\ge1}\frac{4q}{d}\,\frac{1}{q^2+k_m^2}\left|\int_{-a}^{a}\rho\,\sin k_m(z+a)\,dz\right|^2. \label{eq:FC}
\end{equation}

\emph{Half-space modes.} Let $x>0$ be the distance from an interface into the barrier, and $v(x)$ the part of $V$ on that side. By \eqref{eq:riesz}, $-v''+q^2v=\rho$ with $v(0)=0$. With $\hat v(k)=\int_0^\infty v\sin kx\,dx$ and $\hat\rho$ defined likewise, two integrations by parts give $\int_0^\infty v''\sin kx\,dx=-k^2\hat v$, the boundary terms being zero because $v(0)=0$. Hence $\hat v=\hat\rho/(q^2+k^2)$. Inserting $v=(2/\pi)\int_0^\infty\hat v\sin kx\,dk$ into $(v,v)=\int v^*\rho\,dx$ yields, for each side,
\begin{equation}
F_H^{\rm side}=\int_0^\infty dk\,\frac{4q}{\pi}\,\frac{|\hat\rho(k)|^2}{q^2+k^2}. \label{eq:FH}
\end{equation}
The equivalent kernel is $e^{-q|x-x'|}-e^{-q(x+x')}$: the second term is an image that enforces the zero at $x=0$.

\emph{Interface modes.} By symmetry the shapes are even or odd. Let $u_+=\cosh qz/\cosh qa$ and $u_-=\sinh qz/\sinh qa$ inside, continued outside by $e^{-q(|z|-a)}$, with the sign of $z$ for $u_-$. Because $u''=q^2u$ in each layer, $(u,u)=\sum_{\rm layers}[uu']$. The well gives $2qt_\pm$, with
\begin{equation}
t_+=\tanh(qd/2),\qquad t_-=\coth(qd/2),
\end{equation}
and each barrier gives $q$. So $(u_\pm,u_\pm)=2q(1+t_\pm)$. From the exponential forms, $1+t_\pm=2/(1\pm e^{-qd})$, and
\begin{equation}
F_\pm=\frac{|b_\pm|^2}{1+t_\pm}=\frac{1\pm e^{-qd}}{2}\,|b_\pm|^2,\qquad b_\pm=\int u_\pm\rho\,dz. \label{eq:Fpm}
\end{equation}
The two shapes are orthogonal by parity, so $F_I=F_++F_-$.

\subsection{Any number of interfaces}

The interface part of $V$ is $V_I=\sum_kV(z_k)u_k$. As a function of $z'$, $e^{-q|z_k-z'|}$ is an interface function, since its only kink lies at $z_k$. It therefore equals $\sum_je^{-q|z_k-z_j|}u_j(z')$. With $b_j=\int u_j\rho\,dz$, equation \eqref{eq:V} gives $V(z_k)=(2q)^{-1}\sum_je^{-q|z_k-z_j|}b_j$. Since $(V_I,V_I)=(V_I,V)=\int V_I^*\rho\,dz$,
\begin{equation}
F_I=\sum_{jk}b_j^*\,e^{-q|z_j-z_k|}\,b_k. \label{eq:FN}
\end{equation}
One interface gives $F_I=|b_1|^2$ with the shape $e^{-q|z-z_1|}$. For two interfaces, $b_\pm=b_2\pm b_1$ reproduces \eqref{eq:Fpm}. The shapes of the physical branches are orthogonal in asymmetric structures too, as long as there are only two materials. Write an interface potential as $\sum_jc_ju_j$, and let $A$ and $B$ be the contributions of materials 1 and 2 to the matrix $(u_j,u_k)$. By \eqref{eq:mode}, a mode obeys $(\varepsilon_1A+\varepsilon_2B)c=0$, or $Ac=\lambda Bc$ with $\lambda=-\varepsilon_2/\varepsilon_1$. Both matrices are symmetric and positive definite, so solutions with different $\lambda$ are orthogonal with respect to $A$ and to $B$, and hence in the inner product \eqref{eq:inner}. Branches with the same $\lambda$ share their shape, which is again counted once. With a third material the shapes need not be orthogonal; \eqref{eq:FN} then gives the form factor of the space they span.

\subsection{Small and large wavevector}

For $q\to0$ the bulk kernel tends to one, so $F_B\to|\int\rho\,dz|^2$. The half-space kernel tends to zero at every fixed pair of points, and each term of \eqref{eq:FC} is proportional to $q$. If $\int\rho\,dz\ne0$, the interface modes, whose potentials then reach across the whole density, therefore take over the coupling. For two orthogonal subband states $\int\rho\,dz=0$, and $F_B$ itself vanishes in proportion to $q$; the confined and half-space modes can then keep a finite share of it.

For large $q$ and continuous, bounded $\rho$, \eqref{eq:bulk} gives $F_B\simeq(2/q)\int|\rho|^2dz$. Each $u_j$ has shrunk to a peak of area $2/q$, so $F_I\simeq(4/q^2)\sum_j|\rho(z_j)|^2$. The interface share falls as $1/q$, provided $\rho$ does not vanish at all interfaces.

\section{Physical couplings and a worked example}

\subsection{Symbols and results carried over}

The density is $\rho=\psi_f^*\psi_i$, and the in-plane wavevector is $q$. Material 1 fills a layer of width $d$, material 2 both half-spaces. The form factors of the confined, half-space, even interface and odd interface shapes are $F_C,F_H,F_+,F_-$, with sum $F_B$, the double integral of $\rho^*\rho'e^{-q|z-z'|}$. They are $F_\alpha=2q(V_\alpha,V_\alpha)$, where $V_\alpha$ are the orthogonal parts of the solution of $-V''+q^2V=\rho$, the inner product is \eqref{eq:inner}, and $(f,V)=\int f^*\rho\,dz$. For the interface shapes $u_\pm$, $F_\pm=|b_\pm|^2/(1+t_\pm)$ with $b_\pm=\int u_\pm\rho\,dz$, $t_+=\tanh(qd/2)$ and $t_-=\coth(qd/2)$.

\subsection{The screened potential of a density}

An external charge density $\rho(z)e^{i\mathbf q\cdot\mathbf r-i\omega t}$ produces a potential $\Phi(z)$ with the same phase factor, and $-(\varepsilon\Phi')'+q^2\varepsilon\Phi=4\pi\rho$. Multiplying by a test function $f^*$ and integrating by parts,
\begin{equation}
\int\varepsilon\,(f'^*\Phi'+q^2f^*\Phi)\,dz=4\pi\int f^*\rho\,dz. \label{eq:weak}
\end{equation}
Let $f$ live in one layer and vanish at its boundaries. Interface functions drop out, because the orthogonality \eqref{eq:orth} holds layer by layer. What remains is $\varepsilon_i(f,\Phi)=4\pi(f,V)$, so the part of $\Phi$ in that class is $(4\pi/\varepsilon_i)V_\alpha$.

For $f=u_\pm$ the weighted norm is the sum of the boundary terms found before, each with its own dielectric function: $2qt_\pm\varepsilon_1$ from the well and $2q\varepsilon_2$ from the barriers. Define
\begin{equation}
\varepsilon_\pm(\omega)=\frac{t_\pm\varepsilon_1(\omega)+\varepsilon_2(\omega)}{1+t_\pm}. \label{eq:epspm}
\end{equation}
The amplitude of $u_\pm$ in $\Phi$ is then $4\pi b_\pm/[2q(1+t_\pm)\varepsilon_\pm]$; parity removes the cross term. Collecting all parts, with $\varepsilon_C=\varepsilon_1$ and $\varepsilon_H=\varepsilon_2$,
\begin{equation}
\int\rho^*\Phi\,dz=\frac{2\pi}{q}\sum_{\alpha=C,H,+,-}\frac{F_\alpha}{\varepsilon_\alpha(\omega)}. \label{eq:W}
\end{equation}
The form factors contain no dielectric constant; the materials enter only through the functions $\varepsilon_\alpha$. Of these, $\varepsilon_\pm$ also depend on the geometry, through $t_\pm$.

This part has proved the sum rule for the form factors and expressed the screened potential of a density through these form factors and the dielectric functions $\varepsilon_\alpha(\omega)$. What remains is to obtain the physical phonon couplings from the poles of that response and to evaluate form factors and couplings in a worked example.
